# When a Mean-Field Solute Layer Can Jump in Coverage, part 2

Does solute fill a metal interface smoothly or in a jump as the bulk solute fraction $x$ rises? A fraction $\theta$ of the equivalent interface sites, the coverage, holds solute. Moving one solute atom from the bulk to the interface, in exchange for a host atom, costs $E_0-w\theta$. Here $w=z\varepsilon$, for $z$ in-plane neighbours and an energy gain $\varepsilon$ per pair of neighbouring solute atoms. The bulk is a large reservoir, taken as an ideal solution, with exchange potential $\Delta\mu=kT\ln[x/(1-x)]$.

The mean-field model fills sites at random, neglecting clustering. Equilibrium is the lowest minimum of the free energy per interface site,

$$
g(\theta)=E_0\theta-\frac{w}{2}\theta^2+kT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right]-\Delta\mu\,\theta .
$$

For $w\le4kT$ the coverage is continuous. For $w>4kT$ it jumps at $\Delta\mu^*=E_0-w/2$, where $g$ is symmetric about $\theta=1/2$ and has two equally deep minima. The jump is from $(1-s)/2$ to $(1+s)/2$, with

$$
s=\tanh\frac{ws}{4kT}.
$$

The example is a copper interconnect line with a little silver at 673 K, where $kT=0.05799$ eV. The chosen, not measured, values are $E_0=-0.20$ eV, $\varepsilon=0.05$ eV and $z=6$, so $w=0.30$ eV and $w/kT=5.173$. The coverage jumps from 0.127 to 0.873 ($s=0.747$) at $\Delta\mu^*=-0.35$ eV, or $x^*=0.239$ at.%. A poor interface can persist as a metastable state up to 0.290 at.%, and a rich one down to 0.196 at.%.

Two checks appear in the final list of values. In one, $g$ was minimized at 2000 and then 8000 equally spaced values of $(\Delta\mu-E_0)/kT$ from $-w/kT$ to zero, and the largest coverage step was recorded. The other summed Boltzmann factors explicitly for 20000 sites, with all solute pairs attracting equally, as $\Delta\mu$ crossed $\Delta\mu^*$.

Q: Silver atoms that attract at the interface attract in the bulk too. Why does the silver not precipitate before the jump?

A: That is a separate condition, and it must be checked. In the close-packed bulk each atom has twelve neighbours, so the same bond gives $w_{\rm b}=12\varepsilon=0.60$ eV. The mean-field free energy of the bulk is the function $g$ with $E_0=0$ and $w$ replaced by $w_{\rm b}$. Two bulk phases coexist when they have the same exchange potential and the same value of $g$. By the symmetry used earlier, this happens at $\Delta\mu=-w_{\rm b}/2$, and the silver-poor phase then contains

$$
x_{\rm sol}=\frac{1-s_{\rm b}}2,\qquad s_{\rm b}=\tanh\frac{w_{\rm b}s_{\rm b}}{4kT}.
$$

The result is $x_{\rm sol}=0.60$ at.%. The equilibrium jump at 0.239 at.% and the end of the poor branch at 0.290 at.% both lie below it.

The comparison of exchange potentials shows what this depends on. The interface changes at $-0.35$ eV and the bulk unmixes at $-0.30$ eV. The jump comes first if $E_0-w/2<-w_{\rm b}/2$. With $w_{\rm b}=2w$, this means $E_0<-w/2=-0.15$ eV. Had I chosen $E_0=-0.10$ eV with the same bonds, precipitation would have come first. Exceeding the threshold in $w$ does not by itself make the jump reachable.

Q: You have used an ideal bulk to find $x^*$ and an interacting bulk to find the solubility. And you treat the interface as one plane, although its atoms also touch the next plane.

A: Both simplifications can be removed within mean field. In the interacting bulk, a solute atom has the energy $-w_{\rm b}x$ from its neighbours, so

$$
\Delta\mu=kT\ln\frac{x}{1-x}-w_{\rm b}x .
$$

To reach the same $\Delta\mu$, the dilute bulk needs a larger $x$. The relative increase is about $w_{\rm b}x/kT=0.60\times0.0024/0.058\approx0.025$, or 2.5%.

The next plane acts the other way. Each interface atom has three neighbours there, and a rich interface draws silver into it. I solved twelve coupled planes, each site having six neighbours in its own plane and three in each adjoining plane, with no solute neighbours on the liner side. At the transition the second-plane coverage rises from 0.0033 to 0.0256. A dilute plane contributes about $kT\ln(1-\theta_2)\approx-kT\theta_2$ to the minimized free energy per site, so the rich state gains about $0.022\,kT$. A change of $\Delta\mu$ shifts the difference between the two states by $-s$ times that change. Balance therefore requires $\Delta\mu/kT$ to fall by about $0.022/0.75=0.03$, which lowers $x$ by about 3%.

For the numbers chosen here the two corrections happen nearly to cancel; other values would not give this. The full calculation puts the jump at 0.238 at.%, against 0.239 at.% for the single plane with an ideal bulk. The first-plane coverages become 0.122 and 0.883.

Q: Does the second plane leave the threshold alone?

A: Not strictly. When $\theta$ rises, $\theta_2$ rises, and that lowers the segregation energy further. The feedback is then slightly stronger than $w$. For a dilute second plane, $\theta_2$ is proportional to $e^{3\varepsilon\theta/kT}$, so $d\theta_2/d\theta=3\varepsilon\theta_2/kT$. The extra feedback is $3\varepsilon$ times this derivative, or $(3\varepsilon)^2\theta_2/kT$. At half coverage, $\theta_2\approx0.0024\,e^{0.075/0.058}\approx0.009$, which gives about 0.003 eV. This is some 1% of $w$. The condition with the number four refers to the whole coverage dependence of the segregation energy. If $w$ denotes the in-plane part alone, its mean-field threshold is therefore lower than $4kT$. At 673 K, with the other bonds held fixed, it is lower by about 3% rather than 1%, mainly because at this weaker in-plane attraction the transition needs nearly twice as much silver in the bulk, and $\theta_2$ is larger in proportion.

Q: Now the clustering that you postponed. An atom feels its six neighbours, not an average over the interface.

A: This is the most serious objection. To treat it, keep the single plane but drop the random filling. Let $\sigma_i=+1$ for a site with solute and $-1$ for one without, so that the occupation is $n_i=(1+\sigma_i)/2$. A bond then contributes

$$
-\varepsilon n_in_j=-\frac\varepsilon4\left(1+\sigma_i+\sigma_j+\sigma_i\sigma_j\right).
$$

Each site belongs to $z$ bonds, so the part linear in $\sigma_i$ is $-z\varepsilon\sigma_i/4$ per site. The term $(E_0-\Delta\mu)n_i$ adds $(E_0-\Delta\mu)\sigma_i/2$. The two cancel at $\Delta\mu=E_0-z\varepsilon/2=E_0-w/2$. The symmetric point is the same as in mean field, and there the Boltzmann factor of a bond is $e^{K\sigma_i\sigma_j}$, apart from a constant, with $K=\varepsilon/4kT$. For six neighbours, $w/kT=24K$.

This is the Ising model on the triangular lattice. Its exact threshold, which I quote and do not derive, is

$$
\frac{w}{kT}=6\ln3=6.59 .
$$

Q: I do not accept a quoted number in place of an argument.

A: Then consider a long strip of the plane, $L$ sites wide and periodic across its width. Its partition function is built row by row. Let $\mathsf T$ be the matrix whose elements are the Boltzmann factors that connect one row configuration with the next. A strip of $R$ rows, closed into a ring, has the partition function ${\rm Tr}\,\mathsf T^R$. If $\lambda_0$ and $\lambda_1$ are the eigenvalues of largest and second largest magnitude, correlations along the strip decay as $|\lambda_1/\lambda_0|^r$ over $r$ rows. The correlation length is thus

$$
\xi_L=\frac{1}{\ln|\lambda_0/\lambda_1|}.
$$

Far below the threshold in $w/kT$, $\xi_L$ stops growing once the strip is wider than the clusters, so $\xi_L/L$ falls with width. Far above it, the strip consists of long rich and poor stretches, and $\xi_L/L$ grows with width. The threshold is estimated as the point where $\xi_L/L$ is the same for two successive widths. This rests on the scaling assumption that the width is the one relevant length there. Widths 6 and 7 give $w/kT=6.591$, in agreement with $6\ln3$.

Q: But your copper line has $w/kT=5.17$. That is above four and below 6.59.

A: So for this plane, with attraction between nearest neighbours, the predicted jump at 673 K is a product of the mean-field approximation. With $w$ held at 0.30 eV, the mean-field threshold lies at $w/4k=870$ K, and that of the triangular plane lies at 528 K. The anneal falls between them.

Strips also show what replaces the jump. Raise $x/(1-x)$ above its value at half coverage by a given factor and compare the coverages:

| Factor | Mean field | Width 8 | Width 10 |
|---|---|---|---|
| 1.01 | 0.876 | 0.533 | 0.534 |
| 1.10 | 0.894 | 0.741 | 0.743 |

A strip of finite width has a smooth curve at any temperature, so smoothness alone would prove nothing. The evidence is that the curve hardly changes between the two widths, instead of growing steeper. By symmetry, lowering $x/(1-x)$ by the factor 1.10 gives a coverage of 0.257. Within about 10% on either side of the midpoint, the coverage thus rises from 0.26 to 0.74. The rise is steep but continuous.

Q: Why does clustering weaken the effect? I expected it to help.

A: Clustering helps each atom find neighbours, but it does so most where it hinders a jump. At a fixed coverage, equilibrium picks the distribution of arrangements with the lowest free energy. Random filling is only one candidate, so the true free energy cannot lie above the mean-field value. For an empty or a full interface there is a single arrangement, and the two values agree. In between, clustering lowers the free energy. The mean-field jump comes from a hump in the free energy between the poor and the rich state, and a lowering in the middle tends to flatten that hump. A stronger attraction is then needed to restore it. This argument gives the direction, not the size. The size, for this lattice, is the comparison of 6.59 with 4.

Q: A real liner interface is not a perfect plane either. Its sites differ.

A: Let the site energies be $E_0+\eta$, where $\eta$ has a fixed distribution with zero mean. Return to mean field, so that each atom still feels $-w\theta$. A site is then filled with probability

$$
f=\frac{1}{1+\exp[(E_0+\eta-h)/kT]},\qquad h=\Delta\mu+w\theta,\qquad \theta=\langle f\rangle ,
$$

where the brackets average over sites. Differentiation of $f$ gives $df/dh=f(1-f)/kT$. Since $\Delta\mu=h-w\theta(h)$ and $f(1-f)\le1/4$, attraction ($w>0$) gives

$$
\frac{d\Delta\mu}{dh}=1-\frac{w}{kT}\langle f(1-f)\rangle\ge1-\frac{w}{4kT}.
$$

For $w<4kT$, $\Delta\mu$ increases strictly with $h$, so the inverse function $h(\Delta\mu)$ is continuous, and with it the coverage. A spread of site energies cannot lower the mean-field threshold. It raises it, because $f(1-f)$ reaches $1/4$ only at sites that are half filled, and sites with different energies are not all half filled at once.

For a Gaussian spread, the average is largest when the centre of the distribution is half filled, because it is then the overlap of two symmetric, single-peaked functions with coinciding peaks. The threshold is $w_{\rm c}=kT/\langle f(1-f)\rangle$ at that point. At 673 K, a standard deviation of 0.05 eV gives $w_{\rm c}=0.27$ eV, and 0.10 eV gives 0.35 eV. With $w=0.30$ eV the mean-field jump survives the first spread and not the second.

Q: How much of this should I believe for an actual copper line?

A: Silver does have a low solubility in solid copper at 673 K, roughly 0.3 at.%, so the model's 0.60 at.% has the right order of magnitude but is about twice too large. With the real value, little margin would remain between the jump at 0.239 at.% and precipitation, and silver might precipitate before the poor branch ends. That the jump comes first is thus a result for the chosen bonds, not a prediction for silver in copper. The values of $E_0$ and $\varepsilon$ are rough, and $E_0$ depends on the liner and on the bonding at the interface. The model also ignores that a silver atom is larger than a copper atom. The resulting strain could change both parameters, and it limits the filling itself: a close-packed silver plane at its own spacing holds only about 0.78 atoms per copper site, less than the rich coverage of 0.87 found here. A real silver-rich layer may therefore be arranged differently from the copper plane it replaces.

Of the corrections to the threshold calculated here, the one for clustering is the largest. At 673 K it moves the required attraction from 0.23 to 0.38 eV on a perfect triangular plane. A site spread of 0.10 eV alone, in mean field, moves it to 0.35 eV. I have not calculated the two together, and they do more than shift a threshold. For a plane with short-range attraction it is known, though I do not derive it here, that random, uncorrelated site energies round off the jump in a large enough interface, however small their spread. The survival of a jump at a small spread is thus itself a mean-field result. The number $4kT$ can therefore exclude a jump within the mean-field assumptions, but exceeding it does not establish one in a real line.

Q: There is also very little metal in a narrow line. Is your large reservoir realistic?

A: Often not. The jump takes up 0.747 solute atoms per interface site, while a bulk plane at the transition holds 0.00239 per site. The required silver is what

$$
\frac{0.747}{0.00239}\approx310
$$

atomic planes contain. With a plane spacing of roughly 0.2 nm, that is some 60 nm of copper for each interface, and this copper would have to give up all its silver. To keep the change of $x$ within 10%, about ten times as much is needed. A line a few tens of nanometres wide is far from being such a reservoir.

Suppose there are $P$ bulk planes per interface plane. What is fixed is then the total $Px+\theta$, not $x$. For $w>4kT$ in mean field, and neglecting the energy of patch edges, adding silver brings $x$ up to $x^*$ and holds it there while rich patches spread over the interface. The average coverage rises continuously from 0.127 to 0.873 as the total increases by 0.747. The discontinuity as a function of $x$ remains, but an experiment that controls the total silver content would see a gradual filling. The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
temperature: 673 K;  kT: 0.05799 eV;  4kT: 0.2320 eV
E0: -0.20 eV;  pair attraction: 0.05 eV;  w: 0.30 eV
w/kT: 5.173;  bulk attraction: 0.60 eV
mean-field threshold temperature w/(4k): 870 K
exchange potential at jump E0-w/2: -0.350 eV
jump composition x: 0.2388 at.%
coverage below, above jump: 0.1265, 0.8735;  jump: 0.7469
largest coverage step in scan of 2000 points, then 8000 points:
  w/kT = 3.800: 0.0095, 0.0024
  w/kT = 4.000: 0.1142, 0.0720
  w/kT = 5.173: 0.7476, 0.7471
explicit sum, 20000 sites, drive changed from -0.002 to +0.002 kT:
  coverage change at w/kT = 5.173: 0.7479
  coverage change at w/kT = 3.800: 0.0196
coverage at ends of metastable branches: 0.2619, 0.7381
upward jump at latest at x: 0.2902 at.%
downward jump at latest at x: 0.1964 at.%
bulk solubility in same bond model: 0.599 at.%
triangular plane, threshold w/kT from strips 6 and 7: 6.5911
triangular plane, 6 ln 3: 6.5917
triangular plane, threshold temperature: 528 K
coverage with x/(1-x) raised above its half-filling value:
  factor 1.01: mean field 0.876, strip 8 0.533, strip 10 0.534
  factor 1.10: mean field 0.894, strip 8 0.741, strip 10 0.743
site-energy spread 0.05 eV: threshold w/kT 4.647, w 0.269 eV
site-energy spread 0.10 eV: threshold w/kT 6.070, w 0.352 eV
jump composition with adjacent planes and real bulk: 0.2381 at.%
  first-plane coverage below, above: 0.1218, 0.8827
  second-plane coverage below, above: 0.0033, 0.0256
```
